# Drift and dispersion of a vacancy with a fluctuating charge state

Q: A vacancy in an oxide film drifts when it is charged and sits still when it is neutral. Why not multiply its velocity and its diffusivity by the fraction of time it is charged, and stop there?

A: That gives the right long-time mean velocity but too small a spread. Two vacancies observed for the same time will generally have been charged for different times, so the field carries them different distances. This happens even if neither of them diffuses at all.

To calculate it, let $s(t)=1$ when the vacancy is charged and $s(t)=0$ when it is neutral. A neutral vacancy ionizes at rate $k_c$, and a charged one is neutralized at rate $k_n$. While charged, it moves along the field with drift velocity $v$ and diffusivity $D$. The rates, $v$ and $D$ are the same everywhere and constant in time. Switching does not depend on position or on the hops, and no electrode has been reached.

Q: Then what is the probability of finding it charged?

A: Call it $m(t)$. It gains from neutral vacancies and loses from charged ones:

$$\frac{dm}{dt}=k_c(1-m)-k_n m=k_c-Km,\qquad K=k_c+k_n .$$

The steady value is $p=k_c/K$. The difference $m-p$ obeys $d(m-p)/dt=-K(m-p)$, so

$$m(t)=p+\delta e^{-Kt},\qquad \delta=m(0)-p .$$

The charge state forgets its starting value in a time of order $1/K$.

Q: The position depends on both the switching and the thermal hopping. How do you separate them?

A: Fix the charge history first. Let $T=\int_0^t s(t')\,dt'$ be the total time spent charged. Displacements in separate charged intervals are independent, so their means and variances add. For a given history the displacement $x$ therefore has mean $vT$ and variance $2DT$. Its mean square is the variance plus the squared mean, $2DT+v^2T^2$. Now average over histories:

$$\langle x\rangle=v\langle T\rangle,\qquad \langle x^2\rangle=2D\langle T\rangle+v^2\langle T^2\rangle .$$

Subtracting $\langle x\rangle^2=v^2\langle T\rangle^2$ gives

$$\mathrm{Var}\,x=2D\langle T\rangle+v^2\,\mathrm{Var}\,T .$$

The first term is ordinary diffusion during the charged time. The second is the spread of the charged time itself, turned into distance by the drift.

Q: What is the mean velocity, then, and does it depend on how the vacancy starts?

A: The mean of $s$ is $m$, so with $E=e^{-Kt}$

$$\langle T\rangle=\int_0^t m(t')\,dt'=pt+\delta\,\frac{1-E}{K}.$$

At long times, $Kt\gg1$, this gives

$$\langle x\rangle\simeq Vt+\frac{\delta v}{K},\qquad V=pv=\frac{k_c}{k_c+k_n}\,v .$$

The start shifts the mean position by a constant and leaves the long-time velocity unchanged. The shift is $(1-p)v/K$ for a vacancy that starts charged and $-pv/K$ for one that starts neutral.

Q: The variance of $T$ needs the charge at two different times. Can you get that without assuming a steady state?

A: Yes. Take $t_2\ge t_1$ and write $m_1=m(t_1)$, $\tau=t_2-t_1$. If the vacancy is charged at $t_1$, its later charge probability follows the same kinetics restarted from 1, namely $p+(1-p)e^{-K\tau}$. Hence

$$\langle s(t_1)s(t_2)\rangle=m_1\left[p+(1-p)e^{-K\tau}\right].$$

The product of the separate means is $m_1[p+(m_1-p)e^{-K\tau}]$. In the difference the terms in $p$ cancel:

$$\mathrm{Cov}[s(t_1),s(t_2)]=m_1(1-m_1)e^{-K\tau}.$$

This step uses the memoryless switching: the chance of leaving a state must not depend on how long the vacancy has been in it.

Q: Now integrate it, and do not drop the initial terms.

A: The variance of $T$ is the double integral of the covariance over $t_1$ and $t_2$. The two orderings contribute equally, which gives a factor 2:

$$\mathrm{Var}\,T=2\int_0^t dt_1\,m_1(1-m_1)\int_{t_1}^{t}dt_2\,e^{-K(t_2-t_1)}
=\frac2K\int_0^t dt_1\,m_1(1-m_1)\left[1-e^{-K(t-t_1)}\right].$$

Inserting $m_1=p+\delta e^{-Kt_1}$,

$$m_1(1-m_1)=p(1-p)+(1-2p)\delta e^{-Kt_1}-\delta^2e^{-2Kt_1}.$$

Three integrals are needed, each with the factor $1-e^{-K(t-t_1)}$. With 1 in front, the integral is

$$I_0=t-\frac{1-E}{K}.$$

With $e^{-Kt_1}$ in front, the product of exponentials is the constant $E$, so

$$I_1=\frac{1-E}{K}-tE .$$

With $e^{-2Kt_1}$ in front, the product is $Ee^{-Kt_1}$, so

$$I_2=\frac{1-E^2}{2K}-\frac{E(1-E)}{K}=\frac{(1-E)(1+E-2E)}{2K}=\frac{(1-E)^2}{2K}.$$

Therefore

$$\mathrm{Var}\,T=\frac2K\left[p(1-p)I_0+(1-2p)\delta I_1-\delta^2I_2\right].$$

As $E\to0$, $I_1$ and $I_2$ tend to constants. Only $I_0$ keeps growing, as $t$.

Q: So what is the extra dispersion?

A: Define the long-time dispersion $D_{\rm eff}$ as half the growth rate of $\mathrm{Var}\,x$, the convention in which simple diffusion gives $D$. The linear part of $2D\langle T\rangle$ is $2pDt$, and that of $v^2\,\mathrm{Var}\,T$ is $2v^2p(1-p)t/K$. Since $p(1-p)=k_ck_n/K^2$,

$$D_{\rm eff}=pD+\frac{v^2k_ck_n}{(k_c+k_n)^3}.$$

The second term is the extra dispersion. The initial state does not enter it.

Q: Vacancies hop between lattice sites. You have used a drift velocity and a diffusivity as if the motion were continuous.

A: The argument used only the mean and the variance of the charged displacement, and both grow linearly with time for independent hops. Let the hop length be $a$ and the forward and backward hop rates $w_+$ and $w_-$. Then the mean grows at $a(w_+-w_-)$. The numbers of forward and backward hops are independent Poisson variables, so the variance grows at $a^2(w_++w_-)$. Thus

$$v=a(w_+-w_-),\qquad D=\tfrac12a^2(w_++w_-).$$

A second route confirms the result. Let $G_s(\theta,t)$ be the average of $e^{\theta x}$ restricted to charge state $s$. A forward hop multiplies $e^{\theta x}$ by $e^{\theta a}$ and a backward hop by $e^{-\theta a}$, so

$$\dot G_0=-k_cG_0+k_nG_1,\qquad \dot G_1=k_cG_0+(g-k_n)G_1,$$

$$g=w_+(e^{\theta a}-1)+w_-(e^{-\theta a}-1)=v\theta+D\theta^2+O(\theta^3).$$

A solution growing as $e^{\lambda t}$ requires

$$(k_c+\lambda)(k_n+\lambda-g)=k_ck_n .$$

Multiplying out and cancelling $k_ck_n$ gives $K\lambda-k_cg+\lambda^2-\lambda g=0$. The logarithm of the average of $e^{\theta x}$ is $\theta\langle x\rangle+\tfrac12\theta^2\mathrm{Var}\,x+\dots$, so the branch that vanishes at $\theta=0$ is $\lambda=V\theta+D_{\rm eff}\theta^2+\dots$. First order in $\theta$ gives $KV=k_cv$. Second order gives

$$KD_{\rm eff}-k_cD+V^2-Vv=0,\qquad D_{\rm eff}=pD+\frac{V(v-V)}K .$$

With $V=pv$, the last term is $v^2p(1-p)/K$, as before.

Q: Suppose ionization is very rare. The vacancy then hardly moves. Does the correction still matter?

A: It can. For $k_c\ll k_n$ the extra term becomes $v^2k_c/k_n^2$. Write $\ell=v/k_n$ for the mean drift in one charged episode. Episodes begin at rate $k_c$, and their drift lengths are exponentially distributed with mean square $2\ell^2$. Half the variance growth is $k_c\ell^2$, which is the same expression. Ordinary dispersion also falls in proportion to $k_c$, so the ratio stays finite. In general

$$\frac{D_{\rm extra}}{pD}=\frac{v^2(1-p)}{KD},$$

which tends to $v^2/(k_nD)$ for rare ionization.

In the opposite limit, $k_n\ll k_c$, the vacancy is nearly always charged and the extra term is $v^2k_n/k_c^2$. This extra part comes from rare pauses. If their mean length $1/k_c$ stays fixed, it becomes small beside ordinary diffusion as the pauses become rarer.

Between these limits, with $v$ and $k_n$ held fixed, the extra term has a maximum. Setting the derivative of $\ln k_c-3\ln(k_c+k_n)$ to zero gives $1/k_c=3/(k_c+k_n)$, so $k_c=k_n/2$ and $p=1/3$. The value there is

$$v^2\,\frac{k_n^2/2}{(3k_n/2)^3}=\frac{4v^2}{27k_n}.$$

If both rates are instead raised by the same factor, $p$ is unchanged and the extra term falls as $1/K$: each vacancy then averages over more episodes in a given time.

Q: If the mobility is measured, can I get the total dispersion from the Einstein relation?

A: Not in general at finite field. Let the vacancy carry charge $ze$ and let the field be $F$. The energy difference between equivalent neighbouring sites is $zeFa$. If the saddle lies halfway between them, the barrier falls by half this amount forward and rises by half backward:

$$w_\pm=\Gamma e^{\pm u},\qquad u=\frac{zeFa}{2k_BT_{\rm L}},$$

where $T_{\rm L}$ is the lattice temperature and $\Gamma$ the zero-field hop rate per direction. It follows that

$$v=2a\Gamma\sinh u,\qquad D=a^2\Gamma\cosh u .$$

For small $u$, $v\simeq a^2\Gamma\,zeF/(k_BT_{\rm L})$ and $D\simeq a^2\Gamma$. So $V$ and $pD$ obey the Einstein relation in that limit. At larger $u$, $v/D=(2/a)\tanh u$ falls below the Einstein value $2u/a$; at $u=0.87$, the value in the example below, it is 19 % lower. The extra term is proportional to $v^2$, hence to $F^2$ at low field when $k_c$ and $k_n$ are held fixed. It vanishes without a field and is not contained in the low-field mobility.

Q: Give me a case with numbers.

A: Take a doubly charged oxygen vacancy in a 30 nm hafnium-oxide film at 400 K and 1 MV/cm, which is 0.1 V/nm. Rough typical values are a hop of 0.3 nm, a barrier of 0.7 eV and an attempt frequency of $10^{13}$ Hz. The switching rates at this field are chosen round numbers: $k_c=2000$ and $k_n=6000$ s$^{-1}$.

The field energy per hop is $2\times0.1\times0.3=0.06$ eV and the thermal energy is 0.03447 eV, so $u=0.870$. The zero-field hop rate is $1.515\times10^4$ s$^{-1}$ per direction. In the field it becomes $3.617\times10^4$ forward and $0.634\times10^4$ backward. Hence

$$v=0.3\,(3.617-0.634)\times10^4\simeq8950\ \mathrm{nm/s},$$

$$D=\tfrac12(0.3)^2(3.617+0.634)\times10^4\simeq1913\ \mathrm{nm^2/s}.$$

The charged fraction is $p=2000/8000=0.25$, so $V\simeq2240$ nm/s, or 2.24 µm/s. Ordinary dispersion is $0.25\times1913\simeq478$ nm²/s. The extra part is

$$(8948)^2\,\frac{2000\times6000}{8000^3}\simeq1877\ \mathrm{nm^2/s},$$

which is 3.9 times the ordinary part. The total is 2355 nm²/s, or $2.355\times10^{-11}$ cm²/s. The chosen $k_c/k_n=1/3$ is not far from the ratio 1/2 that maximizes the extra term; at this $k_n$ the maximum is 1977 nm²/s.

Q: Is the long-time formula already good while the vacancy is still inside the film?

A: A mean travel of 10 nm takes $10/2237$ s, or 4.47 ms. Then $Kt\simeq36$, so the initial exponentials have died out. Their constant remainder has not. For a steady start, $\delta=0$, the variance at long times is

$$\mathrm{Var}\,x\simeq2D_{\rm eff}t-\frac{2v^2p(1-p)}{K^2}.$$

The full formula gives a standard deviation of 4.54 nm, against 4.59 nm from $2D_{\rm eff}t$ alone. Ordinary dispersion alone would give 2.07 nm, less than half the width. Starting charged moves the late mean forward by 0.84 nm; starting neutral moves it back by 0.28 nm.

The mean number of ionizations in this time is only 6.7. These widths are therefore standard deviations, and I do not claim that the distribution is Gaussian.

At much shorter times, $Kt\ll1$, the formula behaves differently. For a steady start $I_0\simeq Kt^2/2$, so the switching part of the variance is $v^2p(1-p)t^2$. Most vacancies have not yet switched, and the charged ones on average simply move away from the neutral ones. This part grows as $t^2$, so no constant diffusivity describes it. At early times it is smaller than the ordinary part $2pDt$, which is linear in $t$. With the numbers above this holds throughout $Kt\ll1$: the switching part overtakes the ordinary part only at $Kt\simeq0.6$.

Q: Has any of this been compared with hopping on an actual lattice?

A: Yes. The master equation for site and charge state was solved for these rates at 0.1 ms and 4.47 ms, with neutral, steady and charged starts. Its means and variances agree with the formulas to a largest relative error of $8.4\times10^{-15}$. For a charged start, the growth over the last quarter of the 4.47 ms gives 2237 nm/s and 2355 nm²/s, the predicted long-time values. This tests the algebra and the lattice step. It does not test whether a real vacancy follows the model.

Q: If I watch many vacancies at once, will I see the cloud broaden at this rate?

A: Yes, at times long compared with $1/K$, if they switch and hop independently. If a common cause switched them all together, they would share one charged time $T$. The cloud in a single run would then have variance $2DT$ about its own centre, for a common starting point. The extra term would appear as a different displacement of the centre from run to run.

Q: What would a real memory film do to these numbers?

A: The long-time formula needs room. Hafnium-oxide memory films are often roughly 5 to 10 nm thick, so 30 nm is thick, and a packet 4.5 nm wide could not be treated as free in the thinner ones. Even here, a vacancy starting 9.9 nm from the electrode it drifts away from has a 2.5 % chance of having touched either electrode by 4.47 ms for a steady charge start (2.2 % if it starts neutral, 3.6 % if it starts charged). The millisecond travel time is also far longer than a fast programming pulse, so this example describes slow drift under bias.

The assumption of a fixed temperature is fragile. If the film is 10 K hotter, $V$ rises by 132 % and the dispersion by 159 %, relative to the values above. This estimate gives ionization a thermal barrier of 0.77 eV, obtained from $k_c$ with the same attempt frequency, and holds $k_n$ fixed. Both the velocity while charged and the charged fraction then increase. A hot conducting filament therefore needs its own temperature and rates.

Q: And the electrons? Their supply need not be uniform across the film.

A: Then $k_n$ depends on position and the derivation no longer applies as it stands. For scale, a uniform 20 % increase of $k_n$ lowers $V$ by 13 % and the dispersion by about 20 %. A strong variation across the film requires solving the position-dependent equations.

The vacancies' own charge also matters. Spread $10^{18}$ cm$^{-3}$ of them uniformly through the film, with 25 % charged and relative permittivity 20. If the voltage across the film is held fixed and there is no other space charge, Gauss's law then changes the field by 0.068 MV/cm at each face, with opposite signs at the two faces. At the face where the field is raised, the local $V$ is 8.6 % higher and the local dispersion 15 % higher, with the switching rates held fixed. If ionization is field-assisted the change is larger: a Poole–Frenkel lowering with permittivity 20 would make the rise of $V$ about 22 %. The field change is proportional to the density; at $10^{19}$ cm$^{-3}$ it is 0.68 MV/cm, and the uniform-field model no longer applies.

Q: You jump from charge $+2$ to neutral. That takes two electrons.

A: So there is a singly charged state in between, and the two-state model assumes that it is short-lived. Suppose it lasts 20 µs on average, has a hopping barrier of 1.2 eV, and decays equally often to either side. Half of the departures from each end state then return to it, so the departure rates are set to $2k_c$ and $2k_n$. This recovers the original model as the lifetime goes to zero.

With these assumed values the intermediate state takes up 10.7 % of the time. It lowers $V$ by 10.7 % and the dispersion by 15 %. The two figures for $V$ and time agree because the high barrier makes this state almost immobile, while the balance of departures keeps the ratio of doubly charged to neutral time at $k_c/k_n$. A longer-lived intermediate needs the three-state equations.

Q: Anything else that could overturn the example?

A: Motion of the neutral vacancy does not: with a rough barrier of 2.4 eV its diffusivity is about $5\times10^{-19}$ nm²/s. The leading correction for tunnelling near the top of the barrier raises the hop rate by about 6 %, if the magnitude of the imaginary frequency at the saddle is taken equal to the attempt frequency. Quantum corrections from the real vibrations are not included. At fixed switching rates the tunnelling correction raises $V$ and $pD$ by 6 % and the extra term by about 12 %. The field is a quarter of a rough breakdown field of 4 MV/cm.

The rough hopping barrier can overturn it. At fixed switching rates the ratio of extra to ordinary dispersion is proportional to $\Gamma$, so a barrier of 0.65 eV gives 17 and one of 0.75 eV gives 0.92 in place of 3.9, with $V$ about four times larger or smaller. The numbers illustrate the formula and are not a prediction for hafnium oxide.

These changes were made one at a time and should not simply be added. The field may also reshape the saddle beyond the symmetric shift used here, and that effect has not been sized. The example also takes every hop to lie along the field; an oblique hop of the same length gains less energy from the field and advances less along it. The numerical output lists the remaining intermediate values.

## Values computed for the example and the checks

```
INPUTS
temperature 400 K, field 1.0 MV/cm
hop 0.3 nm, barrier 0.7 eV, charge +2
attempt frequency 1.0e+13 Hz, film 30 nm
ionization rate kc 2000 1/s, neutralization kn 6000 1/s
CHARGED STATE
thermal energy kT 0.03447 eV
u = zeFa/(2kT) 0.8703
zero-field hop rate per direction 1.5149e+04 1/s
forward, backward hop rates 3.6172e+04, 6.3446e+03 1/s
drift velocity v 8948.2 nm/s
diffusivity D 1913.2 nm^2/s
FLUCTUATING CHARGE
charged fraction p 0.250, relaxation time 1/K 0.1250 ms
mean drift in one charged episode v/kn 1.491 nm
mean velocity V 2237.0 nm/s = 2.237 um/s
ordinary dispersion pD 478.3 nm^2/s
extra dispersion 1876.6 nm^2/s
total dispersion 2355.0 nm^2/s = 2.355e-11 cm^2/s
extra/ordinary ratio 3.923
largest extra dispersion at this kn 1977.0 nm^2/s
scanned kc/kn at that maximum 0.500
AFTER A MEAN TRAVEL OF 10 nm (steady charge start)
time 4.470 ms, K*time 35.76
mean number of ionizations 6.71
width (std. dev.), full formula 4.537 nm
width from 2*D_eff*t 4.588 nm
width from pD alone 2.068 nm
late mean shift, charged start +0.839 nm
late mean shift, neutral start -0.280 nm
LATTICE CHECK
largest relative error of mean or variance 8.4e-15
late velocity 2237.0 nm/s, dispersion 2355.0 nm^2/s
NEGLECTED EFFECTS (changes of V and of total dispersion)
electrode touched, start at 9.9 nm: 2.54 %
neutral diffusivity, barrier 2.4 eV: 5.2e-19 nm^2/s
single charge: life 20 us, barrier 1.2 eV, share 10.7 %
  V -10.7 %, dispersion -15.3 %
heating 10 K, ionization barrier 0.770 eV
  V +132.4 %, dispersion +159.3 %
vacancies 1e+18 cm^-3, permittivity 20: edge field 0.0679 MV/cm
  V +8.6 %, dispersion +15.2 %
capture +20 %: V -13.0 %, dispersion -19.5 %
quantum correction to hop rate +6.0 %
field / rough breakdown field of 4 MV/cm: 0.25
```
